**Two-photon absorption in Kane-type band models: scaling, prefactor and peak position**

For $dI/dz=-\beta I^2$, two parabolic bands with Kane masses give $\beta=K\sqrt{E_p}\,F_2(x)/(n^2E_g^3)$ with $K=2^9\pi/(5c^2)$ in atomic units and $F_2=(2x-1)^{3/2}/(2x)^5$, maximal at $x=5/7$. Here $E_g$ is the gap, $E_p=2P^2$ the Kane energy, $n$ the refractive index and $x=\hbar\omega/E_g$; $F_K$ and $F_4$ are the shape functions of the exact two-band model and of the four-band model with flat transverse valence bands. The program asserts the band-edge masses and the intensity convention, and compares the closed forms $F_2$, $F_K$, $F_4$ with a golden-rule sum over explicit states (root-found $k$, finite-difference slope, angular quadrature) for two parameter sets. It also asserts the threshold exponent $3/2$, the threshold ratio $F_4/F_2\to3(1+\sqrt2)/2$, the $\sqrt\mu$ law for unequal masses, the maxima at $5/7$ and $\sqrt{2/5}$, the first-order shift from index dispersion and the monotonic rise at fixed frequency. Direct Schrödinger propagation under a Gaussian pulse is required to reproduce $F_2$ and $F_K$ within 1%. For $E_g=1.5$ eV, $E_p=20$ eV, $n=3$ the output gives $K=1942.7$ cm/GW eV$^{5/2}$ and peak values 13.49, 7.17 and 28.94 cm/GW at $x=0.7143$, $0.6325$ and $0.6650$ for the three models, so the scaling is common to them while the peak position and height are not.

## Numerical verification

```python
# Two-photon absorption dI/dz = -beta I^2 in Kane-type band models (atomic units).
# Under test: beta = K sqrt(Ep) F(x)/(n^2 Eg^3), K = 2^9 pi/(5 c^2), x = omega/Eg, y = 2x.
#  parabolic two-band: F2 = (y-1)^(3/2)/y^5, maximum at x = 5/7
#  exact two-band Kane: FK = (y^2-1)^(3/2)/(2^(3/2) y^8), maximum at x = sqrt(2/5)
#  four-band Kane (s, px, py, pz; flat transverse bands): F4, F4/F2 -> 3(1+sqrt2)/2 at x -> 1/2
# Eg gap, Ep = 2 P^2 Kane energy, n refractive index, mu reduced mass, ct = cos(k, polarisation),
# A = A0 cos(omega t), I = n c omega^2 A0^2/(8 pi), spin factor 2.
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar

pc = lambda name: sc.physical_constants[name][0]
HA, BOHR = pc('Hartree energy in eV'), pc('Bohr radius') * 1e10
TAU, EAU = pc('atomic unit of time'), pc('atomic unit of electric field')
c = 1 / sc.fine_structure
K = 2**9 * np.pi / (5 * c**2)
B_AFS = BOHR * TAU * 1e15 / HA                      # a.u. of beta in A fs/eV
B_CMGW = BOHR * 1e-10 * TAU / (HA * sc.e) * 1e11    # a.u. of beta in cm/GW

F2 = lambda x: (2*x - 1)**1.5 / (2*x)**5
FK = lambda x: ((2*x)**2 - 1)**1.5 / (2**1.5 * (2*x)**8)
def F4(x):
    y = 2*x
    q = np.sqrt(y*y - 1); al = 2/y**3; ga = 1/(2*y)
    light = q*q*(al*al/5 + 4*al*ga/15 + 8*ga*ga/15) * q*y/2
    e = 2*y - 1; q = np.sqrt(e*e - 1)
    u, w = np.sqrt((e + 1)/(2*e)), np.sqrt((e - 1)/(2*e))
    trans = ((u*q/y + w/(3*y - 2))/e)**2 * (2/15) * q*e
    return 5*(light + trans)/(4*np.sqrt(2)*y**3)
scale = lambda Eg, Ep, n: K*np.sqrt(Ep)/(n*n*Eg**3)

def gauss(n, a, b):
    t, w = np.polynomial.legendre.leggauss(n)
    return a + (b - a)*(t + 1)/2, w*(b - a)/2

def states(model, k, ct, Eg, Ep, masses=None):
    P = np.sqrt(Ep/2)
    if model == 'par':
        mc, mv = masses if masses else (Eg/Ep, Eg/Ep)
        return (np.array([-Eg/2 - k*k/(2*mv), Eg/2 + k*k/(2*mc)]),
                np.array([[-k*ct/mv, P*ct], [P*ct, k*ct/mc]]))
    H = np.diag([Eg/2, -Eg/2, -Eg/2, -Eg/2])
    H[0, 1:] = H[1:, 0] = P*k*np.array([np.sqrt(1 - ct*ct), 0, ct])
    V = np.zeros((4, 4)); V[0, 3] = V[3, 0] = P
    E, U = np.linalg.eigh(H)
    return E, U.T @ V @ U

def beta_sos(model, x, Eg, Ep, n, masses=None):
    """Golden rule from explicit states: root-found k, finite-difference slope, quadrature."""
    om = x*Eg
    init, mid = {'par': ([0], [0, 1]), 'kane': ([0], [0, 3]),
                 'four': ([0, 1, 2], [0, 1, 2, 3])}[model]
    cts, wts = gauss(4, 0, 1)
    rate = 0.0                                       # transitions per volume and time, A0 = 1
    for i in init:
        def gap(k):
            E = states(model, k, 0.3, Eg, Ep, masses)[0]
            return E[-1] - E[i]
        k = brentq(lambda kk: gap(kk) - 2*om, 0, 10*Eg/np.sqrt(Ep), xtol=1e-15)
        h = 1e-4*k
        slope = (gap(k + h) - gap(k - h))/(2*h)
        for ct, w in zip(cts, wts):
            E, v = states(model, k, ct, Eg, Ep, masses)
            a = sum(v[-1, m]*v[m, i]/(E[i] + om - E[m]) for m in mid)
            rate += 2*2*np.pi*(a/4)**2 * w*4*np.pi*k*k/slope/(2*np.pi)**3
    return 2*om*rate/(n*c*om*om/(8*np.pi))**2

def peak(f):
    return minimize_scalar(lambda x: -f(x), bounds=(0.51, 0.99), method='bounded',
                           options={'xatol': 1e-9}).x

Eg_eV, Ep_eV, n, field = 1.5, 20.0, 3.0, 0.01
Eg, Ep = Eg_eV/HA, Ep_eV/HA
sets = [(Eg, Ep), (0.75/HA, 25.0/HA)]

# intensity convention against SI
assert abs(c/(8*np.pi)*HA*sc.e/(TAU*(BOHR*1e-10)**2)/(0.5*sc.c*sc.epsilon_0*EAU**2) - 1) < 1e-7
# band-edge masses from diagonalisation
hk = 1e-4
E0, E1 = states('kane', 0.0, 0.3, Eg, Ep)[0], states('kane', hk, 0.3, Eg, Ep)[0]
assert abs(hk*hk/(2*(E1[3] - E0[3]))/(Eg/Ep) - 1) < 1e-4
assert abs(hk*hk/(2*(E0[0] - E1[0]))/(Eg/Ep) - 1) < 1e-4
# sum over states against closed forms
for g, p in sets:
    for x in (0.55, 5/7, 0.95):
        for model, F in (('par', F2), ('kane', FK), ('four', F4)):
            assert abs(beta_sos(model, x, g, p, n)/(scale(g, p, n)*F(x)) - 1) < 1e-6
# unequal masses: beta ~ sqrt(mu), same shape
for x in (0.6, 0.9):
    r = beta_sos('par', x, Eg, Ep, n, (0.1, 0.4))/beta_sos('par', x, Eg, Ep, n)
    assert abs(r/np.sqrt(0.08/(Eg/(2*Ep))) - 1) < 1e-6
# threshold exponent and ratios
for model in ('par', 'kane', 'four'):
    ex = np.log(beta_sos(model, 0.5002, Eg, Ep, n)/beta_sos(model, 0.5001, Eg, Ep, n))/np.log(2)
    assert abs(ex - 1.5) < 5e-3                      # correction of order 2x-1
thr = beta_sos('four', 0.5001, Eg, Ep, n)/beta_sos('par', 0.5001, Eg, Ep, n)
assert abs(thr/(1.5*(1 + np.sqrt(2))) - 1) < 3e-3
# maxima: symbolic and from the sum over states
xs = sp.symbols('x', positive=True)
L2 = sp.Rational(3, 2)*sp.log(2*xs - 1) - 5*sp.log(2*xs)
LK = sp.Rational(3, 2)*sp.log(4*xs**2 - 1) - 8*sp.log(2*xs)
assert sp.solve(sp.diff(L2, xs), xs) == [sp.Rational(5, 7)]
curv = sp.diff(L2, xs, 2).subs(xs, sp.Rational(5, 7))
assert curv == sp.Rational(-343, 15)
assert sp.simplify(sp.solve(sp.diff(LK, xs), xs)[0]**2 - sp.Rational(2, 5)) == 0
xp = {m: peak(lambda x: beta_sos(m, x, Eg, Ep, n)) for m in ('par', 'kane', 'four')}
assert abs(xp['par'] - 5/7) < 2e-4 and abs(xp['kane'] - np.sqrt(0.4)) < 2e-4
x4 = peak(F4)
assert abs(xp['four'] - x4) < 2e-4
# index dispersion and fixed-frequency scan
s = 0.1
shift = peak(lambda x: beta_sos('par', x, Eg, Ep, n*(1 + s*(x - 5/7)))) - 5/7
assert abs(shift/(-30*s/343) - 1) < 0.1              # first order in s only
scan = [beta_sos('par', x, 0.04/x, Ep, n) for x in np.linspace(0.51, 0.99, 13)]
assert np.all(np.diff(scan) > 0)

# Schroedinger propagation, A = A0 exp(-t^2/tau^2) cos(omega t), tau = 100/Eg, time in 1/Eg
cases = [(m, x, g, p) for m in ('par', 'kane')
         for x, g, p in ((0.6, Eg, Ep), (5/7, Eg, Ep), (0.85, Eg, Ep), (5/7,) + sets[1])]
tau, amp, dt = 100.0, 0.005, 0.05
rows = []
for j, (m, x, g, p) in enumerate(cases):
    P, mu = np.sqrt(p/2), g/(2*p)
    A0 = amp*g/P
    edges = g*(2*x + np.array([-0.085, 0.085]))
    kk = np.sqrt(2*mu*(edges - g)) if m == 'par' else np.sqrt(edges**2 - g*g)/(2*P)
    for k, wk in zip(*gauss(40, kk[0], kk[1])):
        for ct, wc in zip(*gauss(3, 0, 1)):
            if m == 'par':
                h = ((g + k*k/(2*mu))/2, A0*ct*k/(2*mu), 0.0, P*A0*ct)
            else:
                h = (g/2, 0.0, P*k, P*A0*ct)
            rows.append([j, x, 2*k*k*wk*wc/(2*np.pi**2)] + [t/g for t in h])
idx, xx, wgt, z0, z1, x0, x1 = np.array(rows).T
phi = np.arctan2(x0, z0)/2
up, dn = -np.sin(phi) + 0j, np.cos(phi) + 0j
for t in np.arange(-4*tau + dt/2, 4*tau, dt):
    f = np.exp(-(t/tau)**2)*np.cos(xx*t)
    hz, hx = z0 + z1*f, x0 + x1*f
    r = np.sqrt(hz*hz + hx*hx)
    co, si = np.cos(r*dt), -1j*np.sin(r*dt)/r
    up, dn = co*up + si*(hz*up + hx*dn), co*dn + si*(hx*up - hz*dn)
prob = abs(np.cos(phi)*up + np.sin(phi)*dn)**2
tdse = []
for j, (m, x, g, p) in enumerate(cases):
    om, A0 = x*g, amp*g/np.sqrt(p/2)
    fluence2 = (n*c*om*om*A0*A0/(8*np.pi))**2 * (tau/g)*np.sqrt(np.pi)/2
    Ft = 2*om*np.sum((wgt*prob)[idx == j])/fluence2/scale(g, p, n)
    tdse.append(Ft)
    assert abs(Ft/(F2(x) if m == 'par' else FK(x)) - 1) < 1e-2   # bandwidth, Stark shift, step

# worked example
x = 5/7; om = x*Eg; mu = Eg/(2*Ep); P = np.sqrt(Ep/2)
k = np.sqrt(2*mu*(2*om - Eg))
beta = scale(Eg, Ep, n)*F2(x)
Ef = field*1e10/EAU; I = n*c*Ef*Ef/(8*np.pi); A0 = Ef/om
half = [brentq(lambda t: F2(t) - F2(x)/2, a, b) for a, b in ((0.5001, x), (x, 3))]
print(f"Eg = {Eg_eV} eV, Ep = {Ep_eV} eV, n = {n}, field = {field} V/A")
print(f"mc = mv = {Eg/Ep:.4f} m0, mu = {mu:.4f} m0, hbar P/m0 = {P*HA*BOHR:.4f} eV A")
print(f"K = {K:.6f} a.u. = {K*B_AFS*HA**2.5:.5f} A fs eV^1.5 = {K*B_CMGW*HA**2.5:.1f} cm/GW eV^2.5")
print(f"peak x (sum over states) = {xp['par']:.4f}, 5/7 = {x:.4f}, 2x-1 = {2*x-1:.4f}")
print(f"F2 max = {F2(x):.5f}, (ln F2)'' = {float(curv):.3f}")
print(f"half-maximum x = {half[0]:.4f} and {half[1]:.4f} (formal if above 1)")
print(f"F2(1)/F2 max = {F2(1.0)/F2(x):.4f}")
print(f"photon energy = {om*HA:.4f} eV, excess 2w-Eg = {(2*om-Eg)*HA:.4f} eV")
print(f"resonant k parabolic = {k/BOHR:.5f} 1/A, Kane = {np.sqrt(om*om-Eg*Eg/4)/P/BOHR:.5f} 1/A")
print(f"K sqrt(Ep)/(n^2 Eg^3) = {scale(Eg, Ep, n)*B_AFS:.4e} A fs/eV")
print(f"beta peak parabolic = {beta*B_AFS:.4e} A fs/eV = {beta*B_CMGW:.2f} cm/GW")
print(f"I = {I*HA/(TAU*1e15*BOHR**2):.4e} eV/(fs A^2)")
print(f"1/(beta I) = {BOHR/(beta*I):.4e} A")
print(f"A0 k/(mu w) = {A0*k/(mu*om):.4f}, P A0/w = {P*A0/om:.4f}")
print(f"d ln n/dx = {s}: peak shift = {shift:.4f}, first order = {-30*s/343:.4f}")
for name, F, xm in (('exact two-band', FK, np.sqrt(0.4)), ('four-band', F4, x4)):
    b = scale(Eg, Ep, n)*F(xm)
    print(f"{name}: peak x = {xm:.4f}, photon = {xm*Eg_eV:.4f} eV, F = {F(xm):.5f}")
    print(f"{name}: beta peak = {b*B_AFS:.4e} A fs/eV = {b*B_CMGW:.2f} cm/GW")
print(f"FK/F2 at 5/7 = {FK(x)/F2(x):.4f}")
print(f"F4/F2 at x = 0.5001: {thr:.3f}, limit = {1.5*(1+np.sqrt(2)):.3f}")
for t in (0.55, 0.6, 0.65, 5/7, 0.8, 0.9):
    print(f"x = {t:.4f}: F2 = {F2(t):.5f}, FK = {FK(t):.5f}, F4 = {F4(t):.5f}")
print(f"pulse: tau Eg/hbar = {tau:.0f}, P A0/Eg = {amp}, max excitation = {prob.max():.2e}")
for (m, t, g, p), Ft in zip(cases, tdse):
    ref = F2(t) if m == 'par' else FK(t)
    print(f"TDSE {m} x={t:.4f} Eg={g*HA:.2f} eV Ep={p*HA:.0f} eV: F={Ft:.5f}, formula {ref:.5f}")
print("success")
```

Running it gives:

```
Eg = 1.5 eV, Ep = 20.0 eV, n = 3.0, field = 0.01 V/A
mc = mv = 0.0750 m0, mu = 0.0375 m0, hbar P/m0 = 8.7292 eV A
K = 0.017131 a.u. = 0.03113 A fs eV^1.5 = 1942.7 cm/GW eV^2.5
peak x (sum over states) = 0.7143, 5/7 = 0.7143, 2x-1 = 0.4286
F2 max = 0.04715, (ln F2)'' = -22.867
half-maximum x = 0.5600 and 1.1385 (formal if above 1)
F2(1)/F2 max = 0.6627
photon energy = 1.0714 eV, excess 2w-Eg = 0.6429 eV
resonant k parabolic = 0.07954 1/A, Kane = 0.08765 1/A
K sqrt(Ep)/(n^2 Eg^3) = 4.5827e-03 A fs/eV
beta peak parabolic = 2.1610e-04 A fs/eV = 13.49 cm/GW
I = 2.4851e-03 eV/(fs A^2)
1/(beta I) = 1.8621e+06 A
A0 k/(mu w) = 0.1408, P A0/w = 0.0760
d ln n/dx = 0.1: peak shift = -0.0083, first order = -0.0087
exact two-band: peak x = 0.6325, photon = 0.9487 eV, F = 0.02507
exact two-band: beta peak = 1.1490e-04 A fs/eV = 7.17 cm/GW
four-band: peak x = 0.6650, photon = 0.9974 eV, F = 0.10118
four-band: beta peak = 4.6367e-04 A fs/eV = 28.94 cm/GW
FK/F2 at 5/7 = 0.4590
F4/F2 at x = 0.5001: 3.619, limit = 3.621
x = 0.5500: F2 = 0.01964, FK = 0.01587, F4 = 0.05743
x = 0.6000: F2 = 0.03595, FK = 0.02400, F4 = 0.09080
x = 0.6500: F2 = 0.04426, FK = 0.02484, F4 = 0.10077
x = 0.7143: F2 = 0.04715, FK = 0.02164, F4 = 0.09809
x = 0.8000: F2 = 0.04432, FK = 0.01604, F4 = 0.08608
x = 0.9000: F2 = 0.03787, FK = 0.01076, F4 = 0.07140
pulse: tau Eg/hbar = 100, P A0/Eg = 0.005, max excitation = 2.94e-06
TDSE par x=0.6000 Eg=1.50 eV Ep=20 eV: F=0.03595, formula 0.03595
TDSE par x=0.7143 Eg=1.50 eV Ep=20 eV: F=0.04715, formula 0.04715
TDSE par x=0.8500 Eg=1.50 eV Ep=20 eV: F=0.04124, formula 0.04125
TDSE par x=0.7143 Eg=0.75 eV Ep=25 eV: F=0.04715, formula 0.04715
TDSE kane x=0.6000 Eg=1.50 eV Ep=20 eV: F=0.02396, formula 0.02400
TDSE kane x=0.7143 Eg=1.50 eV Ep=20 eV: F=0.02163, formula 0.02164
TDSE kane x=0.8500 Eg=1.50 eV Ep=20 eV: F=0.01317, formula 0.01317
TDSE kane x=0.7143 Eg=0.75 eV Ep=25 eV: F=0.02163, formula 0.02164
success
```
